# Square-root growth of coated depth in a long Knudsen pore: a program that tests the result

```python
"""Sharp-front law for irreversible saturating adsorption in a long Knudsen pore.

Result under test:  X = d sqrt(2 Phi / (3 sigma))  when U = s Phi / sigma >> 1
  X      equivalent coated depth, the integral of coverage along the pore
  d      pore diameter;  sigma  adsorbed molecules per wall area at saturation
  Phi    molecules that struck unit area at the mouth = exposure/sqrt(2 pi m tau)
  tau    thermal energy k_B T;  m  molecular mass;  s  initial reaction probability
Finite-U form:  X = lam sqrt(2 (U - 1 + exp(-U))),  lam = d / sqrt(3 s).
Mobile store eps: (gas + weakly held molecules) / sigma, per wall area at the mouth.
Simulated pores use d = 1; finite differences use lengths in lam and time in U.
The worked example is computed in atomic units and printed in engineering units.
"""
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad, trapezoid
from scipy.linalg import solve_banded
from scipy.optimize import brentq
from scipy.special import erf

rng = np.random.default_rng(12345)

# ---------- kinetic theory and flight statistics by quadrature ----------
one_way_flux = quad(lambda v: v*np.exp(-v*v/2)/np.sqrt(2*np.pi), 0, np.inf)[0]
mean_speed = quad(lambda v: np.sqrt(2/np.pi)*v**3*np.exp(-v*v/2), 0, np.inf)[0]
assert abs(one_way_flux - mean_speed/4) < 1e-8
assert abs(mean_speed - np.sqrt(8/np.pi)) < 1e-8

cells = 1500
normal = ((np.arange(cells) + 0.5)/cells)[:, None]        # cosine to wall normal
azimuth = ((np.arange(cells) + 0.5)/cells*np.pi/2)[None, :]
across2 = normal**2 + (1 - normal**2)*np.sin(azimuth)**2
path = normal/across2
axial = path*np.sqrt(1 - normal**2)*np.cos(azimuth)
mean_path = np.mean(2*normal*path)
mean_square_step = np.mean(2*normal*axial**2)
# midpoint error is of order 1/cells because of the grazing-angle singularity
assert abs(mean_path - 1) < 3e-3
assert abs(mean_square_step - 2/3) < 3e-3
del across2, path, axial


# ---------- molecules followed one flight at a time ----------
def first_hits(count):
    """Axial depth of the first wall hit for molecules entering the mouth."""
    radius = 0.5*np.sqrt(rng.random(count))
    angle = 2*np.pi*rng.random(count)
    chord = -radius*np.cos(angle) + np.sqrt(0.25 - (radius*np.sin(angle))**2)
    cos2 = rng.random(count)
    return chord*np.sqrt(cos2/(1 - cos2))


def wall_flights(count):
    """Axial steps between wall hits after cosine-law emission."""
    cos2 = rng.random(count)
    angle = 2*np.pi*rng.random(count)
    return (np.sqrt(cos2*(1 - cos2))*np.cos(angle)
            / (cos2 + (1 - cos2)*np.sin(angle)**2))


def fill_pore(entrants, capacity, sticking):
    """Return adsorbed number and mean depth; capacity is per length d of pore."""
    ring, rings, per_step = 0.25, 2000, 50
    filled = np.zeros(rings)
    depth = np.empty(0)
    launched = 0
    while launched < entrants or depth.size:
        new = min(per_step, entrants - launched)
        if new:
            depth = np.concatenate([depth, first_hits(new)])
            launched += new
        index = np.minimum(depth/ring, rings - 1).astype(int)
        vacancy = 1 - filled[index]/(capacity*ring)
        stuck = rng.random(depth.size) < sticking*vacancy
        filled += np.bincount(index[stuck], minlength=rings)
        depth = depth[~stuck]
        depth = depth + wall_flights(depth.size)
        depth = depth[depth > 0]
    centres = (np.arange(rings) + 0.5)*ring
    return filled.sum(), (filled*centres).sum()/filled.sum()


capacity = 800
fluence_ratios = (250, 1000)                              # Phi / sigma
simulated, sharp = [], []
for ratio in fluence_ratios:
    adsorbed, _ = fill_pore(ratio*capacity//4, capacity, 1.0)
    simulated.append(adsorbed/capacity)
    sharp.append(np.sqrt(2*ratio/3))
# the mouth costs a depth of order d, which cancels in the difference
growth_ratio = (simulated[1] - simulated[0])/(sharp[1] - sharp[0])
assert abs(growth_ratio - 1) < 0.07
assert all(0 < b - a < 3 for a, b in zip(simulated, sharp))

test_sticking = 0.002
_, decay_simulated = fill_pore(60000, np.inf, test_sticking)
decay_formula = 1/np.sqrt(3*test_sticking)
# allowance: sampling noise and rare long flights, of relative order d/lam
assert abs(decay_simulated/decay_formula - 1) < 0.10


# ---------- time-dependent gas and coverage balances ----------
def coat(total, store=1e-4, order=1, ripple=0.0, dt=0.02):
    """Coverage profile after scaled exposure 'total'."""
    dx, n = 0.04, 600
    x = dx*np.arange(n + 1)
    gas, vacant = np.zeros(n + 1), np.ones(n + 1)
    band = np.full((3, n - 1), -1/dx**2)
    for step in range(int(round(total/dt))):
        mouth = 1 + ripple*np.cos(2*np.pi*(step + 0.5)*dt/25)
        band[1] = store/dt + 2/dx**2 + vacant[1:-1]**order
        right = store/dt*gas[1:-1]
        right[0] += mouth/dx**2
        gas[1:-1] = solve_banded((1, 1), band, right, check_finite=False)
        gas[0] = mouth
        if order == 1:
            vacant = vacant*np.exp(-gas*dt)
        else:
            vacant = vacant/(1 + gas*vacant*dt)
    return x, 1 - vacant


def uptake_formula(U):
    return np.sqrt(2*(U + np.expm1(-U)))


def depth_between(u_low, u_high):
    """Distance, in lam, between two values of the scaled local exposure."""
    return quad(lambda u: 1/np.sqrt(2*(u + np.expm1(-u))),
                u_low, u_high, limit=200)[0]


def storage_factor(eps):
    """Depth relative to the zero-storage sharp front."""
    alpha = brentq(lambda a: np.sqrt(np.pi)*a*np.exp(a*a)*erf(a) - eps,
                   1e-7, 3, xtol=1e-15)
    return np.sqrt(2*alpha**2/eps)


uptakes = {}
for U_test, step_size in ((1, 0.01), (10, 0.01), (100, 0.02)):
    x, theta = coat(U_test, dt=step_size)
    uptakes[U_test] = trapezoid(theta, x)
    assert abs(uptakes[U_test]/uptake_formula(U_test) - 1) < 0.01


def position(level):
    return np.interp(-level, -theta, x)


width_formula = depth_between(-np.log(0.9), np.log(10))
width_numeric = position(0.1) - position(0.9)
assert abs(width_numeric/width_formula - 1) < 0.02
half_formula = depth_between(np.log(2), 100)
assert abs(position(0.5)/half_formula - 1) < 0.01

x, theta_pulsed = coat(100, ripple=0.9)
uptake_pulsed = trapezoid(theta_pulsed, x)
assert abs(uptake_pulsed/uptakes[100] - 1) < 0.005

x, theta_second = coat(100, order=2)
uptake_second = trapezoid(theta_second, x)
second_formula = np.sqrt(2*(100 - np.log(101)))
assert abs(uptake_second/second_formula - 1) < 0.01

x, theta_store = coat(100, store=0.5)
store_numeric = trapezoid(theta_store, x)/uptakes[100]
assert abs(store_numeric/storage_factor(0.5) - 1) < 0.01
assert abs(storage_factor(0.05) - (1 - 0.05/6)) < 0.05**2

# ---------- worked example: water dose on a methyl-covered alumina pore ----------
bohr = sc.physical_constants['atomic unit of length'][0]
hartree = sc.physical_constants['Hartree energy'][0]
time_unit = sc.physical_constants['atomic unit of time'][0]
nm = 1e-9/bohr
second = 1/time_unit
torr = sc.torr*bohr**3/hartree
eV = sc.e/hartree

diameter_nm, T_K, P_torr, dose_s = 50.0, 450.0, 1.0, 10.0
sites_nm2, s0, target_nm = 5.0, 1e-4, 50000.0
molar_mass = 2*1.008 + 15.999
d = diameter_nm*nm
tau = sc.k*T_K/hartree
m = molar_mass*sc.atomic_mass/sc.m_e
P, sigma = P_torr*torr, sites_nm2/nm**2
speed = np.sqrt(8*tau/(np.pi*m))
flux = P/np.sqrt(2*np.pi*m*tau)
Phi = flux*dose_s*second
X = d*np.sqrt(2*Phi/(3*sigma))
lam = d/np.sqrt(3*s0)
U = s0*Phi/sigma
X_finite = lam*uptake_formula(U)
half_depth = lam*depth_between(np.log(2), U)
sharp_exposure = 1.5*(target_nm*nm/d)**2*sigma*np.sqrt(2*np.pi*m*tau)
U_99 = brentq(lambda q: lam*depth_between(np.log(100), q) - target_nm*nm, 5, 5000)
exposure_99 = U_99*sigma/s0*np.sqrt(2*np.pi*m*tau)

# neglected effects, as relative changes of depth
collision_nm, growth_nm, hop_nm, attempt_s = 0.4, 0.1, 0.3, 1e-13
free_path = tau/(np.sqrt(2)*np.pi*(collision_nm*nm)**2*P)
gas_store = P/tau*d/(4*sigma)
second_order_change = np.sqrt(1 - np.log1p(U)/U) - 1
weak = []
for binding_eV in (0.50, 0.60):
    stay = attempt_s*second*np.exp(binding_eV*eV/tau)
    eps = gas_store + flux*stay/sigma
    hop_barrier = binding_eV*eV/2
    surface_D = (hop_nm*nm)**2/(4*attempt_s*second)*np.exp(-hop_barrier/tau)
    extra = 2*surface_D*stay/(2*d**2/3)
    weak.append((binding_eV, eps, storage_factor(eps) - 1, np.sqrt(1 + extra) - 1))
binding_limit = tau*np.log(sigma/(flux*attempt_s*second))/eV


def show(label, value, unit=''):
    print(f'{label}: {value:.5g} {unit}'.rstrip())


show('Mean flight length / d', mean_path)
show('Mean squared axial step / d^2', mean_square_step)
for ratio, a, b in zip(fluence_ratios, simulated, sharp):
    print(f'Simulated pore, Phi/sigma={ratio}: X/d={a:.2f}, sharp law {b:.2f}')
show('Simulated depth growth / sharp-law growth', growth_ratio)
print(f'Decay length/d, s={test_sticking}: simulated {decay_simulated:.2f},'
      f' formula {decay_formula:.2f}')
for q in uptakes:
    print(f'X/lam at U={q}: numeric {uptakes[q]:.4f}, formula'
          f' {uptake_formula(q):.4f}, root law {np.sqrt(2*q):.4f}')
print(f'Front width 90-10% / lam: numeric {width_numeric:.3f},'
      f' formula {width_formula:.3f}')
show('X/lam at U=100, varying pressure', uptake_pulsed)
print(f'X/lam at U=100, second-order loss: numeric {uptake_second:.3f},'
      f' formula {second_formula:.3f}')
print(f'Depth factor, store 0.5: numeric {store_numeric:.4f},'
      f' formula {storage_factor(0.5):.4f}')
show('Pore diameter', diameter_nm, 'nm')
show('Temperature', T_K, 'K')
show('Thermal energy', tau/eV, 'eV')
show('Water pressure', P_torr, 'Torr')
show('Dose time', dose_s, 's')
show('Exposure', P_torr*dose_s, 'Torr s')
show('Saturation density', sites_nm2, 'nm^-2')
show('Initial reaction probability', s0)
show('Molar mass of water', molar_mass, 'g/mol')
show('Mean speed', speed/nm*second, 'nm/s')
show('Knudsen diffusivity', d*speed/3/nm**2*second, 'nm^2/s')
show('Impingement rate at mouth', flux*nm**2*second, 'nm^-2 s^-1')
show('Fluence Phi', Phi*nm**2, 'nm^-2')
show('Phi/sigma', Phi/sigma)
show('Scaled exposure U', U)
show('Reaction length lam', lam/nm, 'nm')
show('Sharp-front depth', X/nm, 'nm')
show('Sharp-front depth, converted', X/nm*10, 'angstrom')
show('Depth over diameter', X/d)
show('Finite-U equivalent depth', X_finite/nm, 'nm')
show('Half-coverage depth', half_depth/nm, 'nm')
show('Front width 90-10%', lam*width_formula/nm, 'nm')
show('Target depth', target_nm, 'nm')
show('Sharp-front exposure for target', sharp_exposure/torr/second, 'Torr s')
show('Exposure for 99% coverage at target', exposure_99/torr/second, 'Torr s')
show('Depth change, finite front', 100*(X_finite/X - 1), '%')
show('Depth change, second-order loss', 100*second_order_change, '%')
print(f'Gas store/sigma: {gas_store:.3g}; depth change'
      f' {100*(storage_factor(gas_store) - 1):.2g} %')
for binding_eV, eps, slower, faster in weak:
    print(f'Weak binding {binding_eV:.2f} eV (hop barrier half): store/sigma'
          f' {eps:.3g}; storage {100*slower:+.2g} %, hopping {100*faster:+.2g} %')
show('Binding at which weak store equals sigma', binding_limit, 'eV')
print(f'Weak layer inputs: hop {hop_nm} nm, attempt time {attempt_s:.0e} s')
print(f'Mean free path (collision diameter {collision_nm} nm):'
      f' {free_path/nm:.4g} nm; depth change {-50*d/free_path:.2g} %')
show('Depth change, mouth resistance estimate', -100*4*d/(3*X), '%')
print(f'Film growth {growth_nm} nm/cycle: depth change'
      f' {-200*growth_nm/diameter_nm:.2g} % after 1 cycle,'
      f' {-200*100*growth_nm/diameter_nm:.3g} % after 100')
print('checks complete')
```

Output:

```
Mean flight length / d: 1
Mean squared axial step / d^2: 0.6662
Simulated pore, Phi/sigma=250: X/d=11.88, sharp law 12.91
Simulated pore, Phi/sigma=1000: X/d=24.57, sharp law 25.82
Simulated depth growth / sharp-law growth: 0.98219
Decay length/d, s=0.002: simulated 12.74, formula 12.91
X/lam at U=1: numeric 0.8571, formula 0.8578, root law 1.4142
X/lam at U=10: numeric 4.2405, formula 4.2427, root law 4.4721
X/lam at U=100: numeric 14.0649, formula 14.0712, root law 14.1421
Front width 90-10% / lam: numeric 3.447, formula 3.447
X/lam at U=100, varying pressure: 14.062
X/lam at U=100, second-order loss: numeric 13.806, formula 13.812
Depth factor, store 0.5: numeric 0.9275, formula 0.9296
Pore diameter: 50 nm
Temperature: 450 K
Thermal energy: 0.038778 eV
Water pressure: 1 Torr
Dose time: 10 s
Exposure: 10 Torr s
Saturation density: 5 nm^-2
Initial reaction probability: 0.0001
Molar mass of water: 18.015 g/mol
Mean speed: 7.2724e+11 nm/s
Knudsen diffusivity: 1.2121e+13 nm^2/s
Impingement rate at mouth: 3.9014e+06 nm^-2 s^-1
Fluence Phi: 3.9014e+07 nm^-2
Phi/sigma: 7.8029e+06
Scaled exposure U: 780.29
Reaction length lam: 2886.8 nm
Sharp-front depth: 1.1404e+05 nm
Sharp-front depth, converted: 1.1404e+06 angstrom
Depth over diameter: 2280.8
Finite-U equivalent depth: 1.1397e+05 nm
Half-coverage depth: 1.135e+05 nm
Front width 90-10%: 9951.8 nm
Target depth: 50000 nm
Sharp-front exposure for target: 1.9224 Torr s
Exposure for 99% coverage at target: 2.5775 Torr s
Depth change, finite front: -0.0641 %
Depth change, second-order loss: -0.42774 %
Gas store/sigma: 5.36e-05; depth change -0.00089 %
Weak binding 0.50 eV (hop barrier half): store/sigma 0.0311; storage -0.51 %, hopping +0.85 %
Weak binding 0.60 eV (hop barrier half): store/sigma 0.409; storage -5.9 %, hopping +3 %
Binding at which weak store equals sigma: 0.63465 eV
Weak layer inputs: hop 0.3 nm, attempt time 1e-13 s
Mean free path (collision diameter 0.4 nm): 6.556e+04 nm; depth change -0.038 %
Depth change, mouth resistance estimate: -0.05846 %
Film growth 0.1 nm/cycle: depth change -0.4 % after 1 cycle, -40 % after 100
checks complete
```
